# Simulating zero-order multilayer desorption: common leading edge and rising peak temperature

**Question**

I have to simulate temperature-programmed desorption of a condensed multilayer film for three initial thicknesses, 5, 10 and 20 monolayers (ML). The exercise says that desorption is zero order, and asks me to demonstrate that the leading edges coincide and that the peak temperature rises with thickness.

The parameters are $E=50$ kJ/mol, a prefactor of $10^{13}$ in monolayer units, a heating rate of 1 K/s and a starting temperature of 100 K. I wrote the rate as a rate constant times the amount left on the surface. My three curves all peak at the same temperature, and they differ by a constant factor everywhere, so neither feature appears.

If I drop the amount from the rate, I get an Arrhenius exponential that rises forever and has no peak. Where does the peak come from, how do I calculate its position, and does the result survive when the last layer no longer behaves like a thick film?

**Answer**

Your first rate law is first order, and its curves behave as you describe. Your second law is the right one, but it holds only while there is film left. The peak comes from the film running out.

**The rate law**

Let $\theta$ be the film thickness in monolayers and $n_s$ the number of molecules per area in one monolayer, so that the film holds $N=n_s\theta$ molecules per area. Assume that only molecules in the exposed top layer can leave, each with probability per unit time $k_1(T)$. While a flat film covers the whole surface, the number exposed per area is $n_s$, whatever lies underneath. Then

$$
-\frac{dN}{dt}=n_s k_1(T)
\quad\Longrightarrow\quad
r\equiv-\frac{d\theta}{dt}=k_1(T).
$$

Dividing the number of molecules leaving per area and time by $n_s$ gives a rate in ML/s, with the same numerical value as the probability per second. With an Arrhenius form, and $a=E/R$,

$$
r=k(T)=\nu e^{-a/T}\quad(\theta>0),\qquad r=0\quad(\theta=0).
$$

I take $E$ and $\nu$ as constant, the temperature as uniform, readsorption as absent, and pumping as fast enough that the detector signal is proportional to $r$. The ramp is $T=T_0+\beta t$.

Two films of different initial thickness therefore have the same rate at the same temperature as long as both exist. That is the common leading edge. Along it,

$$
\frac{dr}{dT}=\frac{a}{T^2}\,r>0,
$$

so the rate rises until the film is gone and then drops to zero. The peak temperature $T_p$ is the depletion temperature.

**Where the film runs out**

Since $dt=dT/\beta$, the amount removed up to $T_p$ must equal the initial thickness:

$$
\theta_0=\frac{1}{\beta}\int_{T_0}^{T_p}\nu e^{-a/T}\,dT .
$$

The integral can be written with the exponential integrals

$$
E_n(x)=\int_1^\infty\frac{e^{-xs}}{s^n}\,ds .
$$

Integrating $E_2$ by parts, with $s^{-2}=-\,d(s^{-1})/ds$, gives

$$
E_2(x)=\left[-\frac{e^{-xs}}{s}\right]_1^\infty-x\int_1^\infty\frac{e^{-xs}}{s}\,ds
=e^{-x}-xE_1(x).
$$

Differentiating under the integral gives $E_2'(x)=-E_1(x)$. Now set $x=a/T$, for which $dx/dT=-a/T^2=-x/T$. Then

$$
\frac{d}{dT}\left[T E_2(a/T)\right]
=E_2(x)+T\,[-E_1(x)]\left(-\frac{x}{T}\right)
=E_2(x)+xE_1(x)=e^{-x}.
$$

So $T E_2(a/T)$ is an antiderivative of $e^{-a/T}$, and the depletion condition becomes

$$
\boxed{\;\theta_0=\frac{\nu}{\beta}\left[T_pE_2(a/T_p)-T_0E_2(a/T_0)\right]\;}
$$

The right side increases with $T_p$, so a root finder gives one solution for each $\theta_0$.

**Why the peak moves up, and by how much**

Differentiate the integral form with respect to its upper limit:

$$
\frac{d\theta_0}{dT_p}=\frac{k(T_p)}{\beta}
\quad\Longrightarrow\quad
\frac{dT_p}{d\theta_0}=\frac{\beta}{r(T_p)}>0 .
$$

On a film many monolayers thick, an extra monolayer needs an extra time of slightly less than $1/r(T_p)$ to leave, since the rate keeps rising meanwhile, and the sample warms by $\beta$ times that time. Because $r(T_p)$ grows with thickness, each further monolayer shifts the peak by less than the one before.

For a fixed ratio of thicknesses, use $\ln\theta_0$ as the variable. The $T_0$ term is negligible here: for the 5 ML film it is smaller than the $T_p$ term by a factor below $10^{-13}$. Dropping it, and using $r(T_p)=\nu e^{-x}$ with $x=a/T_p$,

$$
\frac{dT_p}{d\ln\theta_0}=\frac{\theta_0\beta}{r(T_p)}
=\frac{\nu T_pE_2(x)}{\nu e^{-x}}=T_p\,e^xE_2(x).
$$

To see the size of this, substitute $s=1+u$ in the definitions:

$$
e^xE_2(x)=\int_0^\infty\frac{e^{-xu}}{(1+u)^2}\,du,
\qquad
e^xE_1(x)=\int_0^\infty\frac{e^{-xu}}{1+u}\,du .
$$

For $u>0$ we have $1+u<e^u$. In the first integral this means $(1+u)^{-2}>e^{-2u}$, hence $e^xE_2>1/(x+2)$. In the second it gives $e^xE_1>1/(x+1)$, and therefore

$$
e^xE_2(x)=1-x\,e^xE_1(x)<1-\frac{x}{x+1}=\frac{1}{x+1}.
$$

Together,

$$
\frac{T_p}{x+2}<\frac{dT_p}{d\ln\theta_0}<\frac{T_p}{x+1}.
$$

Written in terms of temperature, the two bounds are $T_p^2/(a+2T_p)$ and $T_p^2/(a+T_p)$, which both increase with $T_p$. Integrate over a doubling of the thickness, from a peak at $T_a$ to one at $T_b$. Taking the lower bound at its smallest value and the upper bound at its largest,

$$
\frac{T_a\ln2}{a/T_a+2}<T_b-T_a<\frac{T_b\ln2}{a/T_b+1}.
$$

**The simulation**

Divide the ramp into small steps $\Delta T$, each lasting $\Delta t=\Delta T/\beta$. In every step, with $T_m$ the temperature at its middle,

$$
\Delta\theta=\min\left[\theta,\;k(T_m)\Delta t\right],\qquad
\theta\leftarrow\theta-\Delta\theta,\qquad
r=\frac{\Delta\theta}{\Delta t}.
$$

The minimum is what your second attempt lacked: it prevents the removal of more film than there is. No peak temperature is put in. I used $\Delta T=0.001$ K.

With $a=6013.6$ K, the rates in ML/s are:

| $T$ (K) | 5 ML | 10 ML | 20 ML |
|---|---|---|---|
| 190 | 0.180 | 0.180 | 0.180 |
| 198 | 0.645 | 0.645 | 0.645 |
| 202 | 0 | 1.177 | 1.177 |
| 206 | 0 | 0 | 2.099 |

The columns agree until a film disappears. In this ideal model the agreement follows directly from the rate law, so the simulation displays it rather than providing independent evidence for it. The peak positions are a stronger check, because the stepping does not use the exponential-integral formula:

| $\theta_0$ (ML) | $T_p$ (K) | $r(T_p)$ (ML/s) |
|---|---|---|
| 5 | 199.45 | 0.804 |
| 10 | 203.85 | 1.542 |
| 20 | 208.44 | 2.954 |

The simulated and calculated $T_p$ agree to the digits shown. The first doubling shifts the peak by $203.85-199.45=4.40$ K. With $x=30.15$ at the lower peak and $29.50$ at the upper one, the bounds are

$$
\frac{0.693\times199.45}{32.15}=4.30\ \text{K},
\qquad
\frac{0.693\times203.85}{30.50}=4.63\ \text{K}.
$$

The second doubling gives 4.59 K, between bounds of 4.49 and 4.84 K. The shift per doubling grows slightly, while the shift per monolayer falls. At 10 ML the latter is $\beta/r=1/1.5423=0.648$ K/ML; simulations at 9.5 and 10.5 ML give 0.649 K/ML.

The common edge also returns the activation energy. Since $\ln r=\ln\nu-a/T$, the points at 190 and 198 K give

$$
a=\frac{\ln(0.6452/0.1796)}{1/190-1/198}\ \text{K}
=\frac{1.2788}{2.1265\times10^{-4}}\ \text{K}\approx6014\ \text{K},
$$

or $E\approx50.0$ kJ/mol, as put in.

**What your first-order program was doing**

For $r=k\theta$, where $k$ has the same numerical value but the unit s$^{-1}$, the equation $d\theta/dT=-k\theta/\beta$ has the solution

$$
\theta(T)=\theta_0\exp\left[-\frac1\beta\int_{T_0}^{T}k(T')\,dT'\right].
$$

The whole trace is proportional to $\theta_0$. Its peak follows from

$$
\frac{d\ln r}{dT}=\frac{d\ln k}{dT}+\frac{1}{\theta}\frac{d\theta}{dT}
=\frac{a}{T^2}-\frac{k(T)}{\beta}=0 .
$$

Call the solution $T_R$. There is one, because $T^2k(T)$ increases with $T$, and it does not contain $\theta_0$. Here $T_R=189.58$ K for all three films. At 180 K the simulated rates are 0.132, 0.264 and 0.529 ML/s, in the ratio 1:2:4. Changing the order of the rate law, with $E$ and $\nu$ numerically unchanged, removes both features you were asked to show.

**The last layer**

The vertical drop to zero assumes a full top layer until the final molecule leaves. A less abrupt model lets the film stay level, so that every site has an exposed molecule while $\theta>1$, but only a fraction $\theta$ of sites has one when $\theta<1$:

$$
r=k(T)\min(\theta,1).
$$

I keep the same $E$ and $\nu$ for this layer. A layer bound directly to a substrate generally has different values. If such a layer stays behind, let $\theta$ count only the film above it.

Let $T_1$ be the temperature at which one monolayer remains. Up to that point $\theta_0-1$ monolayers have left at the zero-order rate, so $T_1$ is the ideal depletion temperature for thickness $\theta_0-1$. Two traces coincide until the thinner film reaches its own $T_1$.

After $T_1$ the law is first order, and $d\ln r/dT=a/T^2-k/\beta$ is positive below $T_R$ and negative above it. There are two cases for $\theta_0>1$:

- If $T_1\ge T_R$, the rate falls from $T_1$ onward, and the peak is at $T_1$.
- If $T_1<T_R$, the rate continues to rise until $T_R$, and the peak is there.

Hence $T_p=\max(T_1,T_R)$. The three films now peak at 198.07, 203.17 and 208.09 K, so the rise with thickness survives. Compared with the ideal model, the peaks are lower by 1.38, 0.68 and 0.35 K. The correction shrinks because the last monolayer of a thicker film would have left at a higher rate, over a smaller temperature interval.

The drop also becomes a tail. At 200 K the 5 ML film, which would be gone in the ideal model, still desorbs at 0.203 ML/s, while the 10 ML film is on the common edge at 0.874 ML/s.

There is a minimum thickness for the rising peak. It is reached when $T_1=T_R$. With $x_R=a/T_R$, the first-order peak condition reads

$$
\frac{\nu}{\beta}e^{-x_R}=\frac{a}{T_R^2}=\frac{x_R}{T_R}
\quad\Longrightarrow\quad
\frac{\nu}{\beta}=\frac{x_R}{T_R}e^{x_R}.
$$

Inserting this in the depletion condition for $\theta_c-1$ monolayers, again without the $T_0$ term, gives

$$
\theta_c=1+\frac{\nu}{\beta}T_RE_2(x_R)=1+x_Re^{x_R}E_2(x_R).
$$

For $x_R=31.72$ this is 1.94 ML. Simulated films of 1.54 and 1.74 ML both peak at 189.58 K, whereas one of 2.142 ML peaks at 190.67 K. In this model, then, a film of less than about two monolayers does not show the multilayer shift, even though any material above the first monolayer desorbs in zero order.

**When measured edges can separate**

An uneven film is one cause. Suppose that separate patches have different local thicknesses, do not exchange molecules, and each follow the ideal law. The total rate is then $k(T)\phi(T)$, where $\phi$ is the fraction of the area still covered. The edges coincide only until the first patches become bare, which can happen well before the average film is used up. A dependence of $E$ or $\nu$ on thickness would also put $\theta$ back into the rate.

Slow pumping acts differently. Let the signal $s$, scaled to equal $r$ in a steady state, obey $\tau\,ds/dt=r-s$ with a fixed pumping time $\tau$, starting from zero in each run. Films with the same past rate $r$ then give the same $s$, so their edges still coincide, but the edge is delayed and no longer follows the Arrhenius law exactly. In the ideal model $s$ lags below the rising $r$ and therefore keeps rising until depletion; afterwards $r=0$ and $s$ decays. For this vertical drop the peak stays at the depletion temperature, followed by a tail that comes from the pump rather than from the film. If the last layer desorbs in first order, $r$ is continuous at its maximum and $s$ is still below it there, so the signal peaks at a higher temperature than the rate.

The numerical output below lists the rates, peak positions and control cases.

## Calculated quantities

```
E = 50.0 kJ/mol, E/R = 6013.6 K
nu = 1.0e+13 ML/s, beta = 1.0 K/s
T0 = 100.0 K, simulation step = 0.001 K
Zero order: rates in ML/s for theta0 = 5, 10, 20 ML
  T = 180.0 K: 0.0310  0.0310  0.0310
  T = 190.0 K: 0.1796  0.1796  0.1796
  T = 198.0 K: 0.6452  0.6452  0.6452
  T = 202.0 K: 0.0000  1.1773  1.1773
  T = 206.0 K: 0.0000  0.0000  2.0986
theta0 = 5 ML: Tp simulated 199.45 K, formula 199.45 K
  peak rate 0.804 ML/s, x = E/(R Tp) = 30.15
theta0 = 10 ML: Tp simulated 203.85 K, formula 203.85 K
  peak rate 1.542 ML/s, x = E/(R Tp) = 29.50
theta0 = 20 ML: Tp simulated 208.44 K, formula 208.44 K
  peak rate 2.954 ML/s, x = E/(R Tp) = 28.85
Largest relative edge difference, 5 and 10 ML: 0.0e+00
  peak shift 4.40 K, bounds 4.30 to 4.63 K
Largest relative edge difference, 10 and 20 ML: 0.0e+00
  peak shift 4.59 K, bounds 4.49 to 4.84 K
dTp/dtheta0 at 10 ML: simulated 0.649 K/ML, beta/r 0.648 K/ML
First-order control: peak condition gives T_R = 189.58 K
  theta0 = 5 ML: peak 189.58 K, rate at 180 K 0.1322 ML/s
  theta0 = 10 ML: peak 189.58 K, rate at 180 K 0.2644 ML/s
  theta0 = 20 ML: peak 189.58 K, rate at 180 K 0.5288 ML/s
  edge ratio of 20 ML to 5 ML at 180 K: 4.000
Last layer in first order:
  theta0 = 5 ML: peak 198.07 K, T1 = 198.07 K, peak rate 0.652 ML/s
  theta0 = 10 ML: peak 203.17 K, T1 = 203.17 K, peak rate 1.397 ML/s
  theta0 = 20 ML: peak 208.09 K, T1 = 208.09 K, peak rate 2.815 ML/s
  rates at 200 K for 5 and 10 ML: 0.2026 and 0.8742 ML/s
  x_R = 31.72, threshold thickness = 1.942 ML
  theta0 = 1.542 ML: peak 189.58 K
  theta0 = 1.742 ML: peak 189.58 K
  theta0 = 2.142 ML: peak 190.67 K
```
